# Finite volumes for a planar contact and the transmission-line error

## Result

A film of resistivity $\rho$, thickness $t$ and width $W$ feeds current into a metal through an interface of specific resistance $\rho_c$ and length $L$. Define

$$\eta=\frac{\rho_c}{\rho t}=\frac{L_T^2}{t^2},\qquad \lambda=\frac Lt,\qquad R=\frac{\rho}{W}\,r(\eta,\lambda),$$

where $L_T$ is the transfer length and $R$ the contact resistance. The one-dimensional transmission-line value and its relation to the two-dimensional one are

$$r_1(\eta,\lambda)=\sqrt\eta\,\coth\frac{\lambda}{\sqrt\eta},\qquad r_1(\eta,\lambda)\le r\le r_1(\eta+\tfrac13,\lambda). \tag{1}$$

The one-dimensional value is never too large. It is less than 5 percent too small, relative to $r$, for every contact length if $\eta>19/3$, that is $L_T>2.52\,t$. This condition is sufficient. The computed boundary lies lower and depends on $L/t$: its largest value is $L_T=2.29\,t$, near $L=t$, and for long contacts it is $L_T=1.65\,t$.

The model is an ohmic, uniform, isotropic film under an equipotential metal. The film ends flush with the contact, and every surface outside the contact insulates. $R$ is the total resistance minus that of the access film up to the contact edge.

## Equations and the one-dimensional formula

Measure lengths in $t$ and set the metal potential to zero. The film fills $0<y<1$, and the contact is $0<x<\lambda$ at $y=1$. With unit resistivity, $\mathbf J=-\nabla\phi$ and

$$\nabla^2\phi=0,\qquad \partial_y\phi=-\phi/\eta\ \text{ on the contact},\qquad \partial_n\phi=0\ \text{ on insulation}.$$

The minus sign says that a positive film potential drives current up into the metal.

Integrating Laplace's equation over depth gives, for the depth average $\bar\phi$,

$$\bar\phi''(x)=-\partial_y\phi(x,1)=\phi(x,1)/\eta .$$

This is exact. The one-dimensional theory replaces the surface potential $\phi(x,1)$ by $\bar\phi$. Since no current leaves at $x=\lambda$, $\bar\phi\propto\cosh[(\lambda-x)/\sqrt\eta]$. Dividing $\bar\phi(0)$ by the current $-\bar\phi'(0)$ gives $r_1$.

## Four cells by hand

Take $\eta=\lambda=1$ and an access film of length 1, with potential 1 on its left face. Use two columns of width 1 and two rows of height $1/2$. Call the potentials $a$ (left, bottom), $b$ (left, top), $c$ (right, bottom) and $d$ (right, top).

A conductance is face length divided by the distance the current travels:

- between columns: $(1/2)/1=1/2$;
- between rows: $1/(1/2)=2$;
- from the left face to a cell centre: $(1/2)/(1/2)=1$;
- from the top right cell to the metal: half a cell, $1/4$, in series with $\eta=1$, hence $1/(5/4)=4/5$.

Inflow equals outflow in each cell:

$$\begin{aligned}
1-a&=\tfrac12(a-c)+2(a-b), & (1-b)+2(a-b)&=\tfrac12(b-d),\\
\tfrac12(a-c)&=2(c-d), & \tfrac12(b-d)+2(c-d)&=\tfrac45d .
\end{aligned}$$

Let $u=a-b$, $v=c-d$, and let $I=\frac45d$ be the current. Subtracting the second equation from the first gives $-u-2u=\frac12(u-v)+2u$, so $u=v/11$. The last two equations read $\frac12(a-c)=2v$ and $\frac12(b-d)=I-2v$. Their difference is $\frac12(u-v)=4v-I$, so

$$I=\tfrac92v-\tfrac12u=\tfrac{49}{11}v .$$

Adding the first two equations gives $a+b=2-I$, because the current through the middle is also $I$. That middle current is $\frac12[(a+b)-(c+d)]$, so $c+d=2-3I$. But $c+d=2d+v=\frac52I+\frac{11}{49}I$. Therefore

$$2=\left(\tfrac{11}{2}+\tfrac{11}{49}\right)I=\tfrac{561}{98}I,\qquad I=\tfrac{196}{561},\qquad r=\tfrac1I-1=\tfrac{365}{196}\approx1.86 .$$

The potentials are $(a,b,c,d)=(465,461,289,245)/561$. The currents through the left face, the middle and the contact are

$$\frac{96+100}{561}=\frac{88+108}{561}=\frac45\cdot\frac{245}{561}=\frac{196}{561}.$$

Conservation is perfect, yet the converged value is $r=1.601$, so this result is 16 percent high. One cause is visible: the single contact column makes all current travel half the contact length, a loss of $1/2$. Uniform extraction would give $\int_0^1(1-x)^2dx=1/3$.

## The general algorithm

1. Choose cell widths $\Delta x_i$ and heights $\Delta y_j$, with a cell face at the contact edge.
2. Form the conductances
$$G^x_{i+1/2,j}=\frac{2\Delta y_j}{\Delta x_i+\Delta x_{i+1}},\qquad G^y_{i,j+1/2}=\frac{2\Delta x_i}{\Delta y_j+\Delta y_{j+1}},\qquad G^c_i=\frac{\Delta x_i}{\eta+\Delta y_{\rm top}/2}.$$
Insulating faces have zero conductance. The remote plane $x=-A$, held at potential 1, has $G=2\Delta y_j/\Delta x_1$.
3. For each cell $P$ with neighbours $N$, write $\sum_N G_{PN}(\phi_P-\phi_N)=0$. Metal and remote plane count as neighbours of known potential.
4. Solve the sparse linear system, sum the contact current $I$, and set $r=1/I-A$.

The computations use $A=2$. The slowest non-uniform access mode varies as $e^{\pi x}$, so its reflection from the remote plane returns reduced by $e^{-4\pi}$. Cell edges lie at distances proportional to $(i/n)^2$ from the contact edge and from the top surface. This puts small cells where the boundary condition jumps.

Adding the equations of all cells cancels every interior flux, since it leaves one cell and enters the next. What remains is inflow equal to outflow, on any mesh. A current balance therefore tests the linear solution and the bookkeeping, not the mesh. For $\eta=\lambda=1$:

- Doubling the mesh twice reduces the error of $r$ from 0.123 to 0.031 to 0.008 percent, about a factor of four each time, as for a second-order method. The imbalance stays near $10^{-12}$ or below.
- A mesh of 4 access columns, 6 contact columns and 4 rows errs by 1.9 percent with an imbalance of $3\times10^{-15}$.
- A conjugate-gradient solution started from zero and stopped after 40 steps has an imbalance of 100 percent. Current already enters at the remote plane, but practically none leaves through the contact, because the computed potential there is still almost zero.

## Why the bounds hold

**Lower bound.** Among potentials equal to 1 on the remote plane, consider

$$P[\phi]=\int|\nabla\phi|^2\,dx\,dy+\frac1\eta\int_0^\lambda\phi(x,1)^2dx .$$

Add to the solution a change $\delta$ that vanishes on the plane. The term linear in $\delta$ is, after integration by parts, $2\int_0^\lambda\delta\,(\partial_y\phi+\phi/\eta)\,dx=0$. The quadratic term is positive, so the solution minimizes $P$. Its value is the dissipated power, $1/(A+r)$ at unit voltage. Restricting the trial potentials to functions of $x$ gives the one-dimensional problem, with minimum $1/(A+r_1)$. A restricted minimum cannot be lower, hence $r_1\le r$.

**Upper bound.** Now fix unit current. Among divergence-free currents that respect the insulation, consider

$$D[\mathbf J]=\int|\mathbf J|^2dx\,dy+\eta\int_0^\lambda J_y(x,1)^2dx .$$

Let $\mathbf K$ be a divergence-free change with no net current. The linear term is $2(-\int\nabla\phi\cdot\mathbf K\,dx\,dy+\int_0^\lambda\phi K_y\,dx)$, because $\eta J_y=\phi$ on the contact. Integration by parts turns the first integral into $-\int_0^\lambda\phi K_y\,dx$; the remote plane contributes nothing, since $\phi$ is constant there and the net current of $\mathbf K$ is zero. The terms cancel, so the solution minimizes $D$, with value $A+r$.

Under the contact try $J_x=I(x)$, $J_y=-yI'(x)$, with $I(0)=1$ and $I(\lambda)=0$. Its divergence is $I'-I'=0$. Since $\int_0^1y^2dy=1/3$,

$$D-A=\int_0^\lambda\left[I^2+\eta'I'^2\right]dx,\qquad \eta'=\eta+\tfrac13 .$$

The best $I$ obeys $\eta'I''=I$, so $I=\sinh[(\lambda-x)/\sqrt{\eta'}]/\sinh(\lambda/\sqrt{\eta'})$. Integration by parts leaves $-\eta'I'(0)=r_1(\eta',\lambda)$, the upper bound in (1). The added $1/3$ is the loss of vertical flow in the film.

**The 5 percent condition.** With $s=\eta^{-1/2}$, $r_1/\eta=s\coth\lambda s$. Its derivative with respect to $s$ is $(\sinh z\cosh z-z)/\sinh^2z>0$ with $z=\lambda s$. Hence $r_1/\eta$ falls as $\eta$ grows, and

$$\frac{r_1(\eta,\lambda)}{r}\ge\frac{r_1(\eta,\lambda)}{r_1(\eta+\frac13,\lambda)}\ge\frac{\eta}{\eta+\frac13}.$$

The right side exceeds $0.95$ when $0.05\,\eta>0.95/3$, or $\eta>19/3$.

## An independent solution by modes

For unit current, expand on the two sides of $x=0$:

$$\phi=r-x+\sum_{n\ge1}a_n\cos(n\pi y)e^{n\pi x},\qquad \phi=\sum_{m\ge0}b_m\cos(k_my)\cosh[k_m(\lambda-x)] .$$

The contact condition requires $k_m\tan k_m=1/\eta$. The functions $\cos k_my$ are orthogonal, and on the right each component obeys $\partial_x\phi=-q_m\phi$ at $x=0$, with $q_m=k_m\tanh k_m\lambda$. Project $\partial_x\phi+q_m\phi=0$ onto $\cos k_my$, inserting the left expansion. With

$$\int_0^1\cos(n\pi y)\cos(ky)\,dy=\frac{(-1)^nk\sin k}{k^2-n^2\pi^2},$$

division by $\sin k_m/k_m$ gives linear equations for $r$ and the $a_n$:

$$-1+q_mr+\sum_{n\ge1}(-1)^na_n\frac{k_m^2(n\pi+q_m)}{k_m^2-n^2\pi^2}=0 . \tag{2}$$

On 25 points with $0.1\le\eta\le10$ and $0.1\le\lambda\le10$, the finite-volume and modal values of $r$ differ by at most 0.18 percent, and the modal values lie inside the bounds (1).

**Long contact.** For $\lambda\to\infty$, $q_m=k_m$. Dividing (2) by $k_m^2$ shows that

$$F(k)=\frac rk-\frac1{k^2}+\sum_{n\ge1}\frac{(-1)^na_n}{k-n\pi}$$

vanishes at every $k_m$. The product with these zeros and poles, and the same $-1/k^2$ term, is

$$F(k)=-\frac1{k^2}\left(1-\frac k{k_0}\right)\prod_{n\ge1}\frac{1-k/k_n}{1-k/(n\pi)} .$$

Between the poles the product falls as $1/k$. At finite $\eta$ the gradient at the contact edge diverges at most logarithmically, so $F$ divided by the product grows more slowly than $k$. This quotient has no poles, so it is constant, and the constant is 1. Comparing the coefficients of $1/k$ gives

$$r=\frac1{k_0}+\sum_{n\ge1}\left(\frac1{k_n}-\frac1{n\pi}\right). \tag{3}$$

At $\eta=1$ this root sum gives 1.1297; finite volumes with $\lambda=8$ give 1.1300. For large $\eta$, $k_0^2(1+k_0^2/3)\approx1/\eta$, so $1/k_0\approx\sqrt{\eta+1/3}$. The remaining sum is of order $1/\eta$.

**Perfect interface.** For $\eta=0$ let $z=x+iy$ and $w=\cosh\pi(\lambda-z)$. The film becomes a half-plane and the contact the segment $[-\cosh\pi\lambda,-1]$ of its edge, with half-length $h=\frac12(\cosh\pi\lambda-1)=\sinh^2(\pi\lambda/2)$. Measured from the segment's centre, set $w=\frac h2(\zeta+1/\zeta)$, which maps the segment to $|\zeta|=1$. Then $\phi=\pi^{-1}\ln|\zeta|$ is zero on the contact and carries unit current through a half-circle. Far to the left $|w|\approx\frac12e^{\pi(\lambda-x)}$ and $|\zeta|\approx2|w|/h$, so

$$\phi\approx-x+\lambda-\frac2\pi\ln\sinh\frac{\pi\lambda}2,\qquad r(0,\lambda)=\lambda-\frac2\pi\ln\sinh\frac{\pi\lambda}2 .$$

At $\lambda=1$ this is 0.4694, against 0.4699 from finite volumes. The one-dimensional value tends to zero in this limit, so its error tends to $-100$ percent.

## The map

At the sampled lengths the error shrinks steadily as $\eta$ increases. The finite-volume solutions of $r_1/r=0.95$ are:

| $L/t$ | $\eta^*$ | $L_T/t$ |
|---:|---:|---:|
| 0.1 | 2.50 | 1.58 |
| 0.3 | 4.16 | 2.04 |
| 1 | 5.24 | 2.29 |
| 3 | 3.68 | 1.92 |
| 10 | 2.75 | 1.66 |

The one-dimensional formula errs by more than 5 percent below $\eta^*$. The last digit of the table carries mesh error of up to 1 percent: the modal thresholds are 2.50, 4.16, 5.23, 3.67 and 2.72. Equation (3) gives 2.72 for an infinite contact, so $L/t=10$ is already in the long-contact limit.

The maximum near $L=t$ has two causes. When $t\lesssim L\ll L_T$, the upper bound is close to $(\eta+\frac13)/\lambda+\lambda/3$, so the vertical loss enters in proportion to $1/\eta$. In a long contact it enters under a square root, which halves the relative effect at large $\eta$. When $L\ll t$, current converges on a corner through quarter-circles, with resistance $\int_\lambda^1 dR'/(\pi R'/2)=(2/\pi)\ln(1/\lambda)$, $R'$ being the radius. The interface term $\eta/\lambda$ grows faster, so at fixed $\eta$ the relative error falls again.

## A nanometre contact

Take rough values in the regime of a silicide contact on heavily doped n-type silicon: $t=L=30$ nm, electron density $n_e=3\times10^{20}$ cm$^{-3}$, mobility $\mu=60$ cm$^2$/Vs and $\rho_c=2\times10^{-9}$ Ω cm$^2$. Then $\rho=1/(en_e\mu)=3.47\times10^{-4}$ Ω cm and

$$\eta=\frac{2\times10^{-9}}{(3.47\times10^{-4})(3\times10^{-6})}=1.92,\qquad L_T=30\sqrt{1.92}=41.6\ \text{nm}.$$

This lies below $\eta^*=5.24$ for $L=t$. Finite volumes give $r=2.535$, the one-dimensional formula 2.245. Multiplication by $\rho=3.47$ Ω µm gives $RW=8.79$ and $7.78$ Ω µm, an error of $-11.5$ percent. The current density at the front of the contact is 1.34 times that at the back, against 1.27 in one dimension. If $R$, $L$ and the sheet resistance are known and $\rho_c$ is extracted with $r_1$, the result is $2.30\times10^{-9}$ Ω cm$^2$, 15 percent high: the film loss that one dimension omits, most of it from vertical flow, has been charged to the interface.

Real contacts depart from this model, and the parameters above are illustrative, not a measured device. The mobility is on the high side for this doping; 40 to 50 cm$^2$/Vs would lower $\eta$ to about 1.3–1.6 and raise the one-dimensional error to about 13–15 percent. Doping may vary with depth: a conductivity falling linearly from 1.5 to 0.5 times its mean, top to bottom at fixed sheet resistance and fixed $\rho_c$, changes $R$ by $-4.4$ percent. This counts only the redistribution of current in the film. A tunnelling $\rho_c$ depends exponentially on the surface doping, and a surface doping 1.5 times higher can lower $R$ by tens of percent. Film continuing 30 nm past the contact changes it by $-1.3$ percent. One-dimensional estimates give $+1.4$ percent for a metal of 10 Ω per square whose current leaves at the end remote from the access film, and $+0.7$ percent for a 1.5 nm depletion layer at an assumed band bending of 0.5 V. The second estimate counts only the thinner film. The layer also shortens the vertical path, which lowers $R$ and can reverse the sign of this estimate. A film 10 percent more resistive when warm, with $\rho_c$ fixed, adds 2.4 percent. The finite number $M$ of electron channels per area, counted for a (100) interface, gives a two-terminal ballistic resistance $h/(2e^2M)=2.0\times10^{-10}$ Ω cm$^2$. This is shared between the two ends of a conductor, so one interface between a metal and a diffusive film has a floor of about half of it. If the stated $\rho_c$ does not already contain that floor, $R$ rises by about 4 percent; the full two-terminal value would give 7.5 percent. At 1 mA/µm the interface drop is 6.7 mV, small beside the characteristic tunnelling energy of about 0.19 eV, so the nonlinearity should not exceed a few percent. The mean free path, about 4 nm, is not negligible beside 30 nm, so local Ohm's law is doubtful near the contact edge; its effect on $R$ is not computed here. The program contains the formulas and all assumed inputs of these estimates, including the effective masses and the permittivity; the output lists the results.

## Values computed for the example and the checks

```
Mesh test at eta=1, L/t=1 (dimensionless)
modal r = 1.601123
mesh scale 0.5: r=1.603091, error=0.1229 %, imbalance=3.8e-14
mesh scale 1.0: r=1.601617, error=0.0308 %, imbalance=6.2e-13
mesh scale 2.0: r=1.601246, error=0.0077 %, imbalance=1.2e-12
very coarse mesh: error=1.918 %, imbalance=3.0e-15
iteration stopped after 40 steps: imbalance=100.00 %
eta=0, L/t=1: conformal r=0.46939, volumes r=0.46986
eta=1, long contact: root sum r=1.12969, volumes r=1.12995
One-dimensional error r1/r-1 in %, columns L/t = 0.1, 0.3, 1, 3, 10
eta= 0.1:   -55.86   -62.56   -49.61   -44.97   -45.00
eta= 0.3:   -30.23   -39.80   -33.48   -26.33   -26.30
eta= 1.0:   -11.60   -17.59   -18.01   -12.05   -11.54
eta= 3.0:    -4.20    -6.79    -8.06    -5.74    -4.63
eta=10.0:    -1.30    -2.15    -2.77    -2.43    -1.58
largest volume-modal difference on map = 0.178 %
Boundary of 5 % error (dimensionless)
L/t= 0.1: eta*=2.501 (modal 2.496), L_T/t=1.581
L/t= 0.3: eta*=4.164 (modal 4.159), L_T/t=2.041
L/t= 1.0: eta*=5.237 (modal 5.231), L_T/t=2.288
L/t= 3.0: eta*=3.681 (modal 3.667), L_T/t=1.919
L/t=10.0: eta*=2.749 (modal 2.724), L_T/t=1.658
largest eta*=5.231 at L/t=1.01, L_T/t=2.287
long-contact eta*=2.724, L_T/t=1.650
sufficient bound: eta=6.333, L_T/t=2.517
Example: rough silicide / n-type silicon values
t=30 nm, L=30 nm, n=3.0e+20 cm^-3, mobility=60 cm2/Vs
rho_c=2.0e-09 ohm cm2, rho=3.468e-04 ohm cm, sheet=115.6 ohm/square
eta=1.9226, L/t=1.00, L_T=41.60 nm
r: volumes=2.53521, modal=2.53509, one-dimensional=2.24493
R W: two-dimensional=8.791 ohm um, one-dimensional=7.784 ohm um
one-dimensional error=-11.45 %, current imbalance=1.8e-12
front/back current density: volumes=1.340, one-dimensional=1.272
rho_c extracted by one-dimensional formula=2.301e-09 ohm cm2 (15.03 % high)
Neglected effects: estimates with rough assumed inputs
doping 1.5:0.5 top:bottom changes R by -4.36 %
film extending 30 nm past contact changes R by -1.27 %
metal sheet 10 ohm/square changes R by 1.36 %
barrier 0.5 V: depletion=1.47 nm, R change=0.71 %
film resistivity up 10 % when warm: R change=2.36 %
channel-limited rho_c=1.96e-10 ohm cm2, R change if not included=7.46 %
mean free path=4.04 nm, Fermi energy=0.154 eV, kT(300 K)=0.0259 eV
at 1 mA/um: interface drop=6.67 mV, tunnel energy=0.185 eV
nonlinearity V/(2 E00)=1.80 %, access field=0.00116 MV/cm
```
